# Which formation-energy errors survive in defect transition levels

## The wrong error bar

A defect has formation energies \(3.4\pm0.267\) eV in charge state \(+1\) and \(5.0\pm0.202\) eV in the neutral state, both with the Fermi level at the valence-band edge. Their difference is the transition level, \(1.6\) eV above that edge. If the two errors are added as if independent, the level receives an uncertainty of

\[
\sqrt{0.267^2+0.202^2}\ \text{eV}\approx0.335\ \text{eV}.
\]

For the error model used below, the correct value is \(0.11\) eV. The two energies were computed with the same host cell and the same atomic reservoirs, so much of their error is common and disappears from the difference.

It would be equally wrong to assume that everything common disappears. An error in the alignment of the potential is multiplied by the charge. It enters the two energies with different weights, and it survives. In one case below, independent addition even makes the error bar too small.

## Simplest case: one charged and one neutral state

Let \(q\) be the charge of the defect in units of the elementary charge, and let \(E_F\) be the Fermi level measured from the valence-band edge \(E_v\). The formation energy is

\[
E_f(q;E_F)=E_D(q)-E_{\rm host}-\sum_i n_i\mu_i
+q(E_v+\Delta V+E_F)+kq^2 .
\]

Here \(E_D(q)\) is the total energy of the defect cell and \(E_{\rm host}\) that of the perfect cell. The number \(n_i\) counts atoms of species \(i\) added to the host (negative if removed), and \(\mu_i\) is their chemical potential. The offset \(\Delta V\) is the electron potential energy far from the defect minus its value in the host, after the long-range potential of the defect charge, its periodic images and the background has been subtracted. Without this subtraction, part of the image correction would be counted twice. The last term is the leading correction for the interaction of the charge with its periodic images and the neutralizing background.

Write \(E_q=E_f(q;0)\), so that \(E_f(q;E_F)=E_q+qE_F\). The \((+1/0)\) level is the Fermi level at which the two states cost the same:

\[
E_1+\varepsilon=E_0
\quad\Longrightarrow\quad
\varepsilon(+1/0)=E_0-E_1 .
\]

An error means the value used minus the correct value within the chosen model. Suppose first that there are two errors: \(s\), from the host energy and the chemical potentials, and \(a\), from \(E_v+\Delta V\). The first has no factor \(q\); the second is multiplied by \(q\). Therefore

\[
\delta E_1=s+a,\qquad \delta E_0=s,
\]
\[
\delta\varepsilon(+1/0)=s-(s+a)=-a .
\]

**Limit \(a=0\).** Both lines move up by \(s\) and cross at the same Fermi level. The level is correct although both formation energies are wrong.

**Limit \(s=0\).** The neutral line stays in place and the charged line rises by \(a\). Since the charged line has slope \(+1\), it now meets the neutral line at a Fermi level lower by \(a\).

## Where the sign of the alignment term comes from

Let the electron potential energy in the defect cell equal that of the host plus the local potential of the defect plus a uniform amount \(w\), so that \(w\) is the offset seen far from the defect. Such an offset can arise because the zero of the average potential in a periodic cell is a convention. If the nuclei carry total charge number \(Z\), a cell of charge \(q\) holds \(N=Z-q\) electrons. Each electron gains \(w\); each unit of positive charge gains \(-w\). The total energy changes by

\[
Nw-Zw=(Z-q)w-Zw=-qw .
\]

The neutralizing background is left out of this sum, because it feels only the cell average of the potential, which is conventionally set to zero; the offset \(w\) is exactly what cancels the cell average of the local potential of the defect. The neutral cell is unaffected. Without alignment, the \((+1/0)\) level changes by

\[
\delta\varepsilon=\delta E_0-\delta E_1=0-(-w)=+w .
\]

This is what one expects: the defect's electron levels have been raised relative to the host band edge. The term \(q\Delta V\), with \(\Delta V=w\), adds \(+qw\) and removes the artefact. Omitting it amounts to an alignment error \(a=-w\), which agrees with \(\delta\varepsilon=-a\).

The bookkeeping can be followed on a ring of 40 sites with independent electrons, alternating site energies and one lowered site that binds a state in the gap. The \((+1/0)\) level from total energies is \(1.314\) eV above the valence edge. An offset of \(0.150\) eV raises it to \(1.464\) eV; alignment at a far site returns it to \(1.314\) eV. The offset is imposed by hand on every site and read back from a site energy, so the ring illustrates the sign but does not show how the offset arises.

The error \(a\) has two parts, \(a=\delta E_v+\delta\Delta V\). If the level is quoted on the host's own potential scale, as \(E_v+\varepsilon\), its error is

\[
\delta E_v-(\delta E_v+\delta\Delta V)=-\delta\Delta V .
\]

Changing the reference thus removes the band-edge error but leaves the offset error.

## Any two charge states

For charges \(q\ne q'\), equality of the two formation energies gives

\[
E_q+q\varepsilon=E_{q'}+q'\varepsilon .
\]

Collecting the terms in \(\varepsilon\) on the right gives \(E_q-E_{q'}=(q'-q)\varepsilon\), hence

\[
\varepsilon(q/q')=\frac{E_q-E_{q'}}{q'-q}.
\]

For \(q=1,\ q'=0\), the denominator is \(-1\) and the earlier result returns.

Now allow the alignment error to differ between charge states, and add a residual \(r_q\) for whatever is specific to one state, such as incomplete relaxation:

\[
\delta E_q=s+qa_q+r_q .
\]

Substitution gives

\[
\delta\varepsilon(q/q')
=\frac{s+qa_q+r_q-s-q'a_{q'}-r_{q'}}{q'-q},
\]
\[
\delta\varepsilon(q/q')
=-\frac{q'a_{q'}-qa_q}{q'-q}+\frac{r_q-r_{q'}}{q'-q}.
\]

The shared error has cancelled before any assumption about its size or distribution. The alignment part vanishes if and only if

\[
qa_q=q'a_{q'} .
\]

If one state is neutral, this requires the alignment error of the charged state to be zero. If both are charged, the two errors must either both be zero or stand in the ratio \(a_q/a_{q'}=q'/q\). This is the precise sense in which alignment errors generally remain: cancellation needs a special relation that nothing in the formula enforces.

**Test of the exception.** For \((+2/+1)\), take \(a_2=0.05\) eV and \(a_1=0.10\) eV. Then \(2a_2=a_1\), and the level does not move. With \(a_2=0.10\) eV and \(a_1=0.04\) eV instead,

\[
\delta\varepsilon=-\frac{1(0.04)-2(0.10)}{1-2}\ \text{eV}=-0.16\ \text{eV}.
\]

The level error is larger than either alignment error: the error of the \(+2\) state counts twice, and the smaller error of the \(+1\) state cancels only part of it.

## Common and charge-proportional alignment errors

A useful special form is \(a_q=a+bq\). The first part is common to all charge states. The second can arise when the measured far-field potential still contains a part of the defect's own field, which grows with its charge. An error \(\delta k\) in the image coefficient also contributes \(q^2\delta k\), so I combine the two as \(c=b+\delta k\):

\[
\delta E_q=s+qa+q^2c+r_q .
\]

The linear term in the level error is \((q-q')a/(q'-q)=-a\). For the quadratic term,

\[
\frac{(q^2-q'^2)c}{q'-q}
=\frac{(q-q')(q+q')c}{q'-q}=-(q+q')c .
\]

Altogether,

\[
\boxed{\delta\varepsilon(q/q')=-a-(q+q')c+\frac{r_q-r_{q'}}{q'-q}.}
\]

A common alignment error shifts all levels by the same amount. A quadratic error shifts each level in proportion to \(q+q'\). It therefore moves the adjacent levels by different amounts, and drops out of a level between opposite charges, \(q'=-q\).

For numbers, take a model defect with charges \(+2,+1,0,-1\) in a gap of \(4.0\) eV. The parameters are round values and describe no particular material. The cubic cell has edge \(L=10\) Å and inverse dielectric constant \(1/\epsilon_r=0.100\pm0.010\). The image coefficient is

\[
k=\frac{\alpha e^2}{4\pi\epsilon_0}\,\frac{1}{2\epsilon_rL}=0.204\ \text{eV},
\qquad \alpha=2.8373 ,
\]

where \(\alpha\) is the Madelung constant of a point charge in a cubic cell with uniform background. Since \(k\) is proportional to \(1/\epsilon_r\), its relative uncertainty is \(0.010/0.100\), or 10%, so \(\sigma_c=0.0204\) eV. I set \(b=0\), which is a simplification. The long-range potential subtracted in \(\Delta V\) also contains \(1/\epsilon_r\), so the same dielectric error also produces a \(b\). When the alignment is made at distances of \(L/2\) or more from the defect, this \(b\) has the opposite sign to \(\delta k\). Its size depends on the point chosen: it is largest at the far corner and about eight times smaller at a face centre. For a point charge aligned at the far corner of this cell, \(\delta k=+0.0204\) eV comes with \(b\approx-0.0115\) eV, leaving \(c\approx0.009\) eV. The value of \(\sigma_c\) used below ignores this partial cancellation and is therefore larger than the dielectric error alone would give.

Let each systematic error equal plus one standard deviation: \(s=0.20\) eV, \(a=0.10\) eV, \(c=0.0204\) eV, with no residuals. For \((+2/+1)\), where \(q+q'=3\),

\[
\delta\varepsilon=-0.100-3(0.0204)\ \text{eV}\approx-0.161\ \text{eV}.
\]

The same arithmetic gives \(-0.120\) eV for \((+1/0)\) and \(-0.080\) eV for \((0/-1)\). The value of \(s\), the largest of the three errors, appears nowhere.

## From one error to a covariance

Collect the formation-energy errors in a vector \(\delta\mathbf E\), ordered as \(+2,+1,0,-1\), and the errors of the three adjacent levels in \(\delta\boldsymbol\varepsilon\). Each level is the energy of the lower charge state minus that of the higher one, so

\[
\delta\boldsymbol\varepsilon=J\,\delta\mathbf E,
\qquad
J=\begin{pmatrix}-1&1&0&0\\0&-1&1&0\\0&0&-1&1\end{pmatrix}.
\]

Let \(\Sigma_E\) be the covariance matrix of the energies. For errors of zero mean,

\[
\Sigma_\varepsilon
=\langle J\,\delta\mathbf E\,\delta\mathbf E^{T}J^{T}\rangle
=J\Sigma_EJ^{T}.
\]

No Taylor expansion was made, because the levels are linear in the energies. The errors need not be Gaussian; finite variances suffice. A nonzero mean is a bias and propagates separately through \(J\).

Let \(\mathbf 1\) be the vector of ones and \(\mathbf q\) the vector of charges. Each row of \(J\) sums to zero, so \(J\mathbf 1=0\), while \(J\mathbf q=-(1,1,1)^T\). If \(s\) and \(a\) have covariance \(C_{sa}\), they contribute

\[
\sigma_s^2\mathbf 1\mathbf 1^T+\sigma_a^2\mathbf q\mathbf q^T
+C_{sa}(\mathbf 1\mathbf q^T+\mathbf q\mathbf 1^T)
\]

to \(\Sigma_E\). Every term containing \(\mathbf 1\) is removed when \(J\) acts from the left or \(J^T\) from the right. The shared error therefore leaves with its correlations, not just with its variance.

The converse also holds. If \(J\,\delta\mathbf E=0\), the three rows say \(\delta E_2=\delta E_1\), \(\delta E_1=\delta E_0\) and \(\delta E_0=\delta E_{-1}\). An error that leaves all three levels unchanged must be the same for every charge state. The earlier exception \(2a_2=a_1\) protects one level, not the whole set, unless the other states carry the same energy error.

## Error bars for the model defect

Take \(a\), \(c\) and the residuals to be mutually uncorrelated, and give all residuals the variance \(\sigma_r^2\). Squaring the boxed equation and averaging removes the cross terms:

\[
\operatorname{Var}\varepsilon(q/q')
=\sigma_a^2+(q+q')^2\sigma_c^2+\frac{2\sigma_r^2}{(q'-q)^2}.
\]

With \(\sigma_a=0.10\) eV and \(\sigma_r=0.03\) eV, the \((+1/0)\) level has

\[
\sigma_\varepsilon=\sqrt{0.100^2+0.0204^2+2(0.030)^2}\ \text{eV}
\approx0.11\ \text{eV}.
\]

For \((+2/+1)\), the middle term is nine times larger and the result is \(0.125\) eV. Alignment dominates in both cases.

The formation energies themselves have a different variance. With \(s\) correlated with \(a\) but not with \(c\) or \(r_q\),

\[
\operatorname{Var}E_q=\sigma_s^2+q^2\sigma_a^2+2qC_{sa}
+q^4\sigma_c^2+\sigma_r^2 .
\]

I chose \(\sigma_s=0.20\) eV and a correlation coefficient of \(0.5\), so \(C_{sa}=0.5(0.20)(0.10)=0.010\ \text{eV}^2\). The cross term has the sign of \(q\). It raises the uncertainty of \(E_1\) to \(0.267\) eV and lowers that of \(E_{-1}\) to \(0.177\) eV, below the neutral value of \(0.202\) eV. The \((+1/0)\) and \((0/-1)\) levels nevertheless have equal error bars: neither \(\sigma_s\) nor \(C_{sa}\) reaches them, and \((q+q')^2=1\) for both.

These formulas were compared with 100,000 sampled sets of errors, with crossings found from the full formation-energy functions. The residuals were drawn from a uniform distribution, so the comparison did not rest on Gaussian errors throughout. The values are in the numerical output.

## When independent addition is too large or too small

For any two energies,

\[
\operatorname{Var}\varepsilon(q/q')
=\frac{\operatorname{Var}E_q+\operatorname{Var}E_{q'}
-2\operatorname{Cov}(E_q,E_{q'})}{(q'-q)^2}.
\]

Independent addition omits the covariance. It gives too large an error bar when the covariance is positive and too small a one when it is negative. A shared reference error makes a positive contribution \(\sigma_s^2\). A common alignment error contributes \(qq'\sigma_a^2\), which is negative for charges of opposite sign.

**Limit of alignment error alone.** For \((+1/-1)\), \(\delta E_1=a\) and \(\delta E_{-1}=-a\). The true level error is \([a-(-a)]/(-2)=-a\), with standard deviation \(\sigma_a\). Independent addition gives

\[
\frac{\sqrt{\sigma_a^2+\sigma_a^2}}{2}=\frac{\sigma_a}{\sqrt2}.
\]

It predicts about \(0.07\) eV where the answer is \(0.10\) eV. When all the errors of the model defect are restored, the shared reference error makes the covariance positive: independent addition gives \(0.160\) eV, against the correct \(0.102\) eV.

The correlation between the alignment errors of different charge states matters as well. Let \(a_q\) and \(a_{q'}\) have equal variance \(\sigma_a^2\) and correlation \(\rho\). From the general alignment formula,

\[
\operatorname{Var}\varepsilon_{\rm align}
=\sigma_a^2\,\frac{q^2+q'^2-2\rho qq'}{(q'-q)^2}.
\]

For \(\rho=1\), the numerator is \((q'-q)^2\) and the common-error result \(\sigma_a^2\) returns. For \(\rho=0\), the \((+2/+1)\) level has \(\sqrt{4+1}\,\sigma_a=0.224\) eV, more than twice the common-error value. A level between a charged state and the neutral one keeps \(\sigma_a\), whatever \(\rho\) is, because with \(q'=0\) the fraction is \(q^2/q^2=1\). It is therefore not enough to state the size of an alignment error; for levels between two charged states, and for the spacing between levels, one must also say how it is correlated.

## Spacings and crossing heights

The difference of two levels can be more certain than either level. Around the neutral state, define

\[
U=\varepsilon(0/-1)-\varepsilon(+1/0)=E_{-1}+E_1-2E_0 .
\]

The contributions of \(s\) are \(1+1-2=0\), those of \(a\) are \(-1+1=0\), and those of \(c\) are \(1+1=2\). Hence

\[
\delta U=2c+r_1+r_{-1}-2r_0,\qquad
\operatorname{Var}U=4\sigma_c^2+6\sigma_r^2 .
\]

The factor 6 is \(1^2+1^2+2^2\). The spacing is \(U=2.9-1.6=1.3\) eV, with

\[
\sigma_U=\sqrt{4(0.0204)^2+6(0.030)^2}\ \text{eV}\approx0.084\ \text{eV}.
\]

This small value relies on the alignment error being common to the \(+1\) and \(-1\) states. If their alignment errors were independent, \(2\sigma_a^2\) would be added to the variance and \(\sigma_U\) would rise to \(0.16\) eV, more than the uncertainty of either level.

With the common alignment error, the level errors have correlation \(0.71\), mainly because both contain \(-a\). The shared neutral residual acts the other way: it enters \((+1/0)\) as \(+r_0\) and \((0/-1)\) as \(-r_0\), contributing \(-\sigma_r^2\) to their covariance. The quadratic error, which enters the two levels as \(-c\) and \(+c\), adds a smaller \(-\sigma_c^2\).

The reference error has not vanished from the physics. Insert the level into either formation-energy line to find the height of the crossing:

\[
E_\times=E_q+q\,\frac{E_q-E_{q'}}{q'-q}
=\frac{q'E_q-qE_{q'}}{q'-q}.
\]

The coefficient of \(s\) is \((q'-q)/(q'-q)=1\). That of \(a\) is \((q'q-qq')/(q'-q)=0\). For the quadratic term, \(q'q^2-qq'^2=-qq'(q'-q)\), so

\[
\delta E_\times=s-qq'c+\frac{q'r_q-qr_{q'}}{q'-q}.
\]

A reference error moves the crossing vertically; a common alignment error moves it horizontally. At \((+1/0)\), the height is \(E_0=5.0\) eV with uncertainty \(0.20\) eV, almost all of it from \(s\). A well-determined level therefore does not imply a well-determined defect concentration, which depends on the formation energy.

## Where the result stops

The cancellation requires that all charge states use the same host energy and the same chemical potentials. If two states are computed with different settings and their own references, \(s\) becomes \(s_q\), and \((s_q-s_{q'})/(q'-q)\) remains in the level.

The linear formula follows a chosen pair of charge states. The thermodynamic levels are the corners of the lowest formation-energy envelope, and the pair that forms a corner can change. If an error makes \(U\) negative, the neutral state is no longer stable at any Fermi level, and a \((+1/-1)\) transition can replace the two levels. The envelope is then not described by one matrix \(J\). In the present example, \(U\) is about 15 standard deviations from zero, and the order of the three adjacent levels was preserved in every sample.

Finally, the error bars are conditional on the assigned variances and correlations. The term \(kq^2\) is the leading image correction for a localized charge in a uniform dielectric. Errors from a delocalized charge, or from the electronic-structure method, must be estimated separately. Any part that is equal for all charge states belongs in \(s\); the rest belongs in \(a_q\) or \(r_q\). A charge-dependent method error does not cancel merely because the same method was used for both states.

## Numbers as computed

```
Model gap: 4.00 eV; cubic cell length: 10.0 angstrom
Inverse dielectric constant: 0.100 +/- 0.010
Madelung constant: 2.837297
Image coefficient k: 0.2043 eV; sigma_c: 0.0204 eV
sigma_s: 0.200 eV; sigma_a: 0.100 eV
sigma_r: 0.030 eV; correlation of s and a: 0.50
q=+2: E_f at band edge 2.600 eV, sigma 0.3572 eV
q=+1: E_f at band edge 3.400 eV, sigma 0.2671 eV
q=+0: E_f at band edge 5.000 eV, sigma 0.2022 eV
q=-1: E_f at band edge 7.900 eV, sigma 0.1770 eV
Level shifts for s=+sigma_s, a=+sigma_a, c=+sigma_c, in eV:
(+2/+1): level 0.800; s +0.0000, a -0.1000, c -0.0613, sum -0.1613
(+1/+0): level 1.600; s +0.0000, a -0.1000, c -0.0204, sum -0.1204
(+0/-1): level 2.900; s +0.0000, a -0.1000, c +0.0204, sum -0.0796
(+1/-1): level 2.250; s +0.0000, a -0.1000, c +0.0000, sum -0.1000
Level standard deviations, in eV:
(+2/+1): formula 0.1247, sampled 0.1244, naive 0.4460
(+1/+0): formula 0.1105, sampled 0.1102, naive 0.3350
(+0/-1): formula 0.1105, sampled 0.1104, naive 0.2687
(+1/-1): formula 0.1022, sampled 0.1019, naive 0.1602
Correlation of levels (+1/0) and (0/-1): 0.7107
Spacing of these levels: 1.300 eV, sigma 0.0841 eV
(+2/+1) crossing height: 4.200 eV, sigma 0.2149 eV
(+1/+0) crossing height: 5.000 eV, sigma 0.2022 eV
(+0/-1) crossing height: 5.000 eV, sigma 0.2022 eV
Alignment alone, (+1/-1): sampled sigma 0.0997 eV, naive 0.0705 eV
Independent a_q alone, (+2/+1): sigma 0.2236 eV
Independent a_q alone, (+1/+0): sigma 0.1000 eV
Independent a_q alone, (+0/-1): sigma 0.1000 eV
Special a_2=0.050, a_1=0.100 eV: (+2/+1) shift 0.0000 eV
Unequal a_2=0.100, a_1=0.040 eV: (+2/+1) shift -0.1600 eV
Ring potential offset: 0.150 eV
Ring (+1/0) level: reference 1.3138 eV, unaligned 1.4638 eV, aligned 1.3138 eV
Samples: 100000; null-space dimension: 1
```
